The United-Atom Limit of the Screened Interatomic Potential

**1. Definitions and conventions**

Two point nuclei of charges Z1 and Z2 are held at a distance R, and N electrons move around them nonrelativistically. Hartree atomic units are used: energies in hartree, lengths in bohr. Put Z = Z1 + Z2. The nuclei lie on a line through the origin, at a1 and a2 on opposite sides, with

d1 = |a1| = Z2R/Z,  d2 = |a2| = Z1R/Z.

Then d1 + d2 = R and Z1d1 = Z2d2, so the origin is the centre of nuclear charge. The electronic Hamiltonian, without nuclear repulsion, is

H(R) = T + W_ee − Σ_i [Z1/|r_i − a1| + Z2/|r_i − a2|],

where T is the kinetic energy and W_ee the electron repulsion. The united atom has the same N electrons and one nucleus of charge Z at the origin:

H_U = T + W_ee − Σ_i Z/r_i.

The total spin is fixed. Within this spin sector E_el(R) is the lowest energy of H(R), and E_U that of H_U. The separated atoms have ground-state energies E1 and E2, with N electrons in all. The interatomic potential is

V(R) = E_el(R) + Z1Z2/R − E1 − E2.

Three assumptions are made.

(i) The chosen spin sector contains the separated ground states, and they are its lowest dissociation limit, so V(R) → 0 as R → ∞.

(ii) The united atom has a bound lowest state in this sector.

(iii) The density ρ(r) of that state, averaged over its orbital multiplet if it is degenerate, is positive at the nucleus.

**2. Theorem**

Let ΔE = E_U − E1 − E2. Then:

(a) At every R > 0, V(R) ≥ Z1Z2/R + ΔE, and ΔE ≤ 0.

(b) At sufficiently small R,

0 ≤ V(R) − Z1Z2/R − ΔE ≤ (2π/3) ρ(0) Z1Z2R²/Z.

(c) Hence V(R) − Z1Z2/R → ΔE as R → 0, with no term linear in R.

Subtracting the repulsion from the definition of V gives

V(R) − Z1Z2/R = E_el(R) − E1 − E2.

What has to be proved is therefore that E_el(R) tends to E_U. This is not obvious by inspection, because the attraction is singular at the nuclei and the singularities move with R.

**3. Lemma 1: the united atom bounds the energy from below**

For every R, E_el(R) ≥ E_U.

Proof. Let H_k be the Hamiltonian of an atom with the full charge Z placed at a_k:

H_k = T + W_ee − Σ_i Z/|r_i − a_k|.

Form the weighted sum (Z1/Z)H_1 + (Z2/Z)H_2. The weights add to one, so T and W_ee appear once. The attraction to a_k is multiplied by Z_k/Z, which turns the charge Z into Z_k. Therefore

H(R) = (Z1/Z) H_1 + (Z2/Z) H_2.

Both H_1 and H_2 are translated copies of H_U, so each has lowest energy E_U. For any normalized state Ψ in the spin sector,

⟨Ψ|H(R)|Ψ⟩ ≥ (Z1/Z)E_U + (Z2/Z)E_U = E_U.

Minimizing over Ψ proves the lemma. ∎

Physically, dividing a nucleus into two separated parts cannot strengthen the binding: one electron cloud cannot be the best cloud for two centres at once.

**4. Lemma 2: the rise is at most quadratic**

At small R, E_el(R) − E_U ≤ (2π/3)ρ(0)Z1Z2R²/Z.

Proof. Use the lowest united-atom state as trial state. If it belongs to an orbital multiplet, average the expectation value over the multiplet. Each member gives at least E_el(R), so the average does too, and the averaged density is spherical. Since Z = Z1 + Z2,

H(R) − H_U = Σ_i Σ_k Z_k [1/r_i − 1/|r_i − a_k|],

and hence

E_el(R) − E_U ≤ Σ_k Z_k ∫ ρ(r) [1/r − 1/|r − a_k|] d³r.

With u the cosine of the angle between r and a_k, the angular average of the last term is

½ ∫₋₁¹ du / √(r² + d_k² − 2r d_k u) = [(r + d_k) − |r − d_k|]/(2r d_k) = 1/max(r, d_k).

For r > d_k the bracket averages to zero. What remains is

E_el(R) − E_U ≤ Σ_k Z_k ∫₀^{d_k} 4πr² ρ(r) (1/r − 1/d_k) dr.  (1)

Close to the nucleus ρ(r) ≤ ρ(0). The reason is the cusp: the s part f(r) of the wave function in one electron's coordinate must cancel the singular terms −f′/r − Zf/r, so f′(0) = −Zf(0). Parts with higher angular momentum add to the density only from order r². Thus ρ′(0) = −2Zρ(0) < 0. Replacing ρ(r) by ρ(0) in (1) gives, for each k,

4πρ(0) (d_k²/2 − d_k²/3) = (2π/3) ρ(0) d_k².

The remaining sum is

Z1d1² + Z2d2² = Z1Z2²R²/Z² + Z2Z1²R²/Z² = Z1Z2(Z1 + Z2)R²/Z² = Z1Z2R²/Z,

which proves the lemma. ∎

**5. Proof of the theorem**

Lemma 1 gives V(R) − Z1Z2/R = E_el(R) − E1 − E2 ≥ ΔE at every R. As R → ∞ the left side tends to zero by assumption (i), so ΔE ≤ 0. This is (a). Lemmas 1 and 2 together give (b), and R → 0 gives (c). ∎

The constant ΔE is the change in electronic energy when the electrons of the two separate atoms become those of the united atom. By part (a) it is never positive. A negative ΔE lowers the repulsion, which is how screening appears at the smallest distances. Part (a) also limits screening at every distance: it can never lower the bare Coulomb repulsion by more than |ΔE|.

**6. Lemma 3: curves followed at fixed symmetry**

The theorem concerns the lowest state of a spin sector. A potential curve may instead be followed within a spatial symmetry, such as the parity of two equal nuclei. It then has its own limit.

Let E_n be the nth energy of H_U, below its ionization threshold, in a symmetry sector shared by H(R) and H_U. For small R the nth energy E_n(R) of H(R) in that sector satisfies

E_n/(1 − ε) ≤ E_n(R) ≤ E_n/(1 + ε),  ε = 16Z1Z2R/Z.

Proof. The triangle inequality gives

|1/r − 1/|r − a_k|| = ||r − a_k| − r| / (r|r − a_k|) ≤ d_k/(r|r − a_k|).

Hardy's inequality states that ∫|ψ|²/|r − c|² d³r ≤ 4∫|∇ψ|² d³r for any centre c. With the Cauchy–Schwarz inequality, the expectation value of 1/(r|r − a_k|) is at most 4∫|∇ψ|² d³r, which is 8 times the kinetic energy of that electron. Summing over electrons and nuclei,

|⟨H(R) − H_U⟩| ≤ 8(Z1d1 + Z2d2)⟨T⟩ = ε⟨T⟩,

because Z1d1 + Z2d2 = 2Z1Z2R/Z. Hence H(R) lies between H_U − εT and H_U + εT, and by the min–max principle so do its ordered energies.

The energies of these two operators follow from a change of length scale. Shrinking all lengths by a factor λ multiplies T by λ² and all Coulomb terms by λ. With λ = 1/(1 ∓ ε), the operator H_U ∓ εT becomes λH_U, with energies E_n/(1 ∓ ε). Scaling preserves spin, parity and angular symmetry. The same estimate applied to N − 1 electrons shows that the threshold also moves continuously, so at small R the level stays below it. ∎

Lemma 3 is cruder than Lemma 2, since its error is linear in R, but it covers excited states. The united-atom energy to insert is that of the state with the symmetry of the curve. Spin matters in the same way: two hydrogen atoms in a triplet cannot end on the helium configuration 1s², because two electrons in one spatial orbital form a singlet.

**7. Corollary: the screening function near the origin**

Define φ(R) = RV(R)/(Z1Z2). The theorem gives

φ(R) = 1 + (ΔE/(Z1Z2)) R + q(R),  0 ≤ q(R) ≤ (2π/3)ρ(0)R³/Z.

Therefore φ(0) = 1 and φ′(0) = ΔE/(Z1Z2), and the coefficient of R² vanishes. If φ has a second derivative at the origin, it is zero.

One model, whose form the potential of section 11 has, is φ(R) = Σ_j c_j exp(−b_jR/a), with positive c_j of sum one, positive b_j and a screening length a. Expanding the exponentials,

φ′(0) = −Σ_j c_jb_j/a,  φ″(0) = Σ_j c_jb_j²/a² > 0.

Its parameters can be chosen to give the correct slope. It nevertheless approaches its limit as

V(R) − Z1Z2/R = Z1Z2φ′(0) + ½Z1Z2φ″(0)R + …,

that is, linearly, whereas the true approach is at most quadratic. No choice of positive weights and positive exponents removes this difference.

**8. One electron: is the quadratic bound reached?**

For one electron the united-atom ground state is hydrogenic, with ρ(0) = Z³/π. The bound becomes

E_el(R) + Z²/2 ≤ (2/3) Z1Z2Z²R².

An estimate by scales indicates that this coefficient is the true leading one. At distances r of order R, the change of the attraction is of order Z/R and the kinetic operator of order 1/R², so the wave function changes by a fraction of order ZR. The resulting energy correction is of order ρ(0)R³ · (Z/R) · ZR = Z²ρ(0)R³. Farther out the perturbation falls as ZR²/r³ and changes the wave function by a fraction of order ZR²/r. Its energy contribution is of order

Z²ρ(0)R⁴ ∫_R dr/r² = Z²ρ(0)R³,

again cubic.

This is an estimate, not a proof, so it was tested against two-centre energies computed variationally in spheroidal coordinates, with the linear correction removed by extrapolation from two distances. For Z1 = Z2 = 1 the coefficient is 2.6660 against 8/3 = 2.6667. For Z1 = 1, Z2 = 3 it is 31.990 against 32. Both bounds were also tested for these two systems at four distances from 0.05 to 2 bohr.

**9. One pair of fragments, two limits**

The ion H2+ shows why symmetry must be specified. Its lowest gerade and ungerade curves both separate into a hydrogen atom and a proton, so E1 + E2 = −1/2. At R = 10 bohr the computed potentials are −0.00058 and 0.00010 hartree, both near zero.

As the protons merge, the gerade state becomes the 1s state of He+, with energy −2. The ungerade state is odd under inversion and becomes 2p, with energy −1/2. The limits of V − 1/R are therefore

gerade: −2 + 1/2 = −3/2;  ungerade: −1/2 + 1/2 = 0.

At R = 0.01 bohr the computed values are −1.49974 and −0.00001 hartree.

The ungerade curve also shows where Lemma 1 stops. Outside the nuclei, the multipole expansion of the change in attraction has no odd terms, since the protons lie at ±R/2. Its leading part is

−(Z1d1² + Z2d2²) P₂(u)/r³ = −(R²/2) P₂(u)/r³,

where P₂(u) = (3u² − 1)/2 and u is the cosine of the angle to the axis. The 2p state along the axis has density proportional to u²r²e^(−2r) for nuclear charge 2. Its averages are

⟨P₂⟩ = (3/5 − 1/3)/(2/3) = 2/5,

⟨r⁻³⟩ = ∫₀^∞ r e^(−2r) dr / ∫₀^∞ r⁴e^(−2r) dr = (1/4)/(3/4) = 1/3.

The first-order energy shift is thus −(1/2)(2/5)(1/3)R² = −R²/15. The region r < R/2 contributes only at order R⁴, because the density there vanishes as r². The computed coefficient at R = 0.05 bohr is −0.06669, against −0.06667.

This level lies below its united-atom value. There is no conflict with Lemma 1: the translated atoms in its proof are not symmetric about the midpoint, so their lowest energy among odd functions is not that of the 2p state.

**10. Boron meeting silicon**

For boron and silicon, Z1 = 5 and Z2 = 14, and the united atom is potassium, Z = 19. The energies are computed by unrestricted Hartree–Fock (UHF) with spin projection 1/2. Boron has one unpaired electron and silicon two; with opposite orientations they give this projection, which is also that of the potassium ground state.

The theorem carries over to this mean-field model. The UHF energy is the minimum of ⟨H⟩ over single determinants. The splitting in Lemma 1 is linear in H, and a translated determinant is again a determinant. The potassium determinant, with closed shells and one 4s electron, has a spherical density and serves as the trial state of Lemma 2. These statements refer to the global UHF minimum; the calculations converged, but that alone does not prove that the minimum found is global.

In the basis used, the atomic energies are −24.533 for B, −288.858 for Si and −599.163 hartree for K. A larger basis gives −288.859 for Si and −599.165 for K, and leaves ΔE below unchanged to the digits shown. Hence

ΔE = −599.163 + 24.533 + 288.858 = −285.77 hartree = −7.78 keV,

φ′(0) = −285.77/70 = −4.08 bohr⁻¹.

The computed density at the potassium nucleus is about 4480 bohr⁻³. This is low by about 1%, because Gaussian functions cannot form the cusp, and the bound computed from it is low by the same fraction. Two hydrogenic 1s electrons would give 2·19³/π ≈ 4370, so the K shell largely sets the scale of the rise. The bound coefficient is

(2π/3) · 4480 · 70/19 ≈ 3.46 × 10⁴ hartree/bohr².

At R = 0.005 bohr the bare repulsion is 70/0.005 = 14000 hartree. The UHF potential is 13715 hartree, or 373 keV. The difference, −284.97 hartree, lies 0.80 above ΔE. Estimate (1), with the actual density, allows a rise of 0.83, and the bound with ρ(0) allows 0.86.

At R = 0.04 bohr the rise is 27.4, while the two upper estimates are 36.5 and 55.3. There ZR = 0.76, so R is no longer small compared with the K-shell radius, about 1/Z = 0.053 bohr. The bound still holds, but it is about twice the rise.

These numbers show how far the limiting form Z1Z2/R + ΔE can be used. Relative to the UHF potential, its error is 9.64/3223.9 = 0.3% at 0.02 bohr and 27.4/1491.6 = 1.8% at 0.04 bohr. By part (a), it errs on the low side.

The basis functions are centred on the charge centre, not on the nuclei, which makes the description harder as R grows. With one electron and the same two nuclei, the energy in this basis was compared with the two-centre energy. The basis error is at most about 1% of the one-electron rise at the four distances. The UHF rises carry an error of similar size: a basis centred on the two nuclei lowers them from 0.803 to 0.796 hartree at 0.005 bohr, from 2.92 to 2.89 at 0.01 bohr and from 27.4 to 27.2 at 0.04 bohr, that is by 0.7 to 0.9%. The rises quoted here are therefore good to about 1%.

**11. Comparison with the universal potential**

The Ziegler–Biersack–Littmark (ZBL) universal potential uses a sum of four exponentials with positive weights. For this pair a = 0.2697 bohr and φ′(0) = −4.38 bohr⁻¹. Its limit of V − Z1Z2/R is −306.4 hartree, which is 20.7 hartree, or 7% of |ΔE|, below the UHF value.

Its approach to the limit is linear, as the corollary requires. With φ″(0) = 32.5 bohr⁻², the leading rise at 0.005 bohr is

½ · 70 · 32.5 · 0.005 = 5.7 hartree,

near the full ZBL value of 5.6; the UHF rise is 0.80. Between 0.005 and 0.01 bohr the ZBL rise grows as R^0.98 and the UHF rise as R^1.86. The UHF power is below 2 because R is not yet negligible beside the K-shell radius, so the next term, which is negative, already counts: the rise divided by R² falls from about 3.21 × 10⁴ to 2.92 × 10⁴ hartree/bohr² (from 3.18 × 10⁴ to 2.89 × 10⁴ with a basis centred on the nuclei, which gives the same power). The one-electron rise for the same two nuclei, from 0.383 to 1.391 hartree, has the same power, 1.86.

For the potential itself these differences are small. At 0.005 bohr the ZBL value is lower by 15.9 hartree, 0.12% of the UHF potential. At 0.04 bohr it is lower by about 8 hartree, or 0.5%. A violation of the limiting law need not be visible in the total repulsion; it shows once the Coulomb term is subtracted.

**12. Conditions on the physical limit**

The limit R → 0 is taken for point nuclei. For real nuclei it means distances far below the K-shell radius but far above the nuclear size. The smallest distance used here, 0.265 pm, is 265 fm, while nuclear radii are roughly a few fm. At contact, the finite charge distributions and nuclear forces replace the term Z1Z2/R.

The electrons must also follow the nuclei adiabatically. In a fast collision they may remain in, or be promoted to, excited states. For boron and silicon, a head-on approach to 0.005 bohr needs 373 keV in the centre-of-mass frame, which is an initial relative speed √(2V/μ) of about 1.4 atomic units, with μ the reduced mass of the nuclei. This is far below the speed of the K-shell electrons in the united atom, about 19, and still below that in the separate boron atom, between 4 and 5. It is also below the orbital speed √(2⟨T⟩) of the silicon L shell, about 5, but comparable with that of the valence orbitals of boron and silicon, 1.2 to 1.7 in UHF. A collision speed below an orbital speed does not by itself ensure that those electrons follow, since they can change level where molecular levels come close. The outer electrons in any case need not follow, and the ground-state potential at this distance is a limiting curve rather than a full description of such a collision. If one excited curve below the ionization threshold is followed, Lemma 3 supplies its united-atom energy; if several states are populated, no single potential describes the motion.

The boron–silicon values omit electron correlation and relativity. The first changes all three atomic energies, and only its difference enters ΔE. The second is governed by (Z/137)², about 0.02 for potassium; the relative change of a hydrogenic 1s energy is about a quarter of this, or 0.5%. The value −7.78 keV is therefore the nonrelativistic UHF limit, not a measured one. The complete set of distances and energies is in the numerical output.

Calculated quantities

```
ONE ELECTRON, exact two-centre energies
Z1=1 Z2=1: R^2 coefficient, numerical 2.6660, formula 2.6667 hartree/bohr^2
Z1=1 Z2=3: R^2 coefficient, numerical 31.9900, formula 32.0000 hartree/bohr^2
H2+ gerade: V(10 bohr) = -0.00058 hartree
  V-1/R at R = 0.01 bohr: -1.49974, limit -1.50000 hartree
H2+ ungerade: V(10 bohr) = 0.00010 hartree
  V-1/R at R = 0.01 bohr: -0.00001, limit 0.00000 hartree
H2+ ungerade R^2 coefficient: numerical -0.06669, formula -0.06667 hartree/bohr^2
BORON + SILICON -> POTASSIUM, UHF
basis functions: 107
E(B) = -24.533 hartree
E(Si) = -288.858 hartree
E(K) = -599.163 hartree
Delta E = -285.77 hartree = -7.776 keV
rho(0) of K = 4481 bohr^-3
bound coefficient = 34579 hartree/bohr^2
screening slope phi'(0): UHF -4.082, ZBL -4.378 bohr^-1
ZBL: screening length 0.2697 bohr, phi''(0) = 32.5 bohr^-2
ZBL limit of V-Z1Z2/R = -306.43 hartree
R in bohr; Z1Z2/R, V in hartree; V in keV; V-Z1Z2/R: UHF, ZBL in hartree
 0.005   14000.0   13715.0   373.21   -284.97   -300.85
 0.010    7000.0    6717.1   182.78   -282.86   -295.45
 0.020    3500.0    3223.9    87.73   -276.13   -285.16
 0.040    1750.0    1491.6    40.59   -258.38   -266.46
R in bohr; then in hartree: UHF rise above limit, first-order rise,
  upper bound, ZBL rise, exact one-electron rise, basis error of it
 0.005    0.803    0.826    0.864    5.585    0.383   0.0039
 0.010    2.917    3.125    3.458   10.988    1.391   0.0126
 0.020    9.640   11.204   13.832   21.276    4.615   0.0216
 0.040   27.395   36.487   55.327   39.970   13.093   0.0847
power of R in the rise, 0.005 to 0.01 bohr: UHF 1.86, ZBL 0.98
smallest distance = 0.265 pm
```
